# Bound hydrogenic orbitals miss helium's s-limit; Laguerre functions reach it, part 2

We seek the lowest energy of helium with both electrons in $s$ states (spin singlet) by configuration interaction (CI). Hartree atomic units are used, with a fixed point nucleus of charge $Z=2$. The spatial function is $\Psi(r_1,r_2)/(4\pi r_1r_2)$ with $\Psi$ symmetric, and

$$H=h_1+h_2+\frac1{r_>},\qquad h=-\frac12\frac{d^2}{dr^2}-\frac Zr ,$$

where $r_>$ and $r_<$ are the larger and the smaller radius. A basis in $y=r_>$, $t=r_</r_>$ gives the two lowest levels, $E_s=-2.879029$ (the s-limit) and $E_1=-2.14420$.

CI in $N$ orthonormal orbitals uses $\Phi_{ab}=n_{ab}(ab+ba)$, with $n_{ab}=1/\sqrt2$ for $a\ne b$ and $n_{aa}=1/2$, and gives the energy $E(N)$. For the bound He$^+$ orbitals $u_n$, of energy $-Z^2/2n^2$, $E(N)=-2.845912$, $-2.846005$, $-2.846038$ at $N=20,30,40$. The limit is called $E_b$, and the stall is $E_b-E_s$. Laguerre functions $\varphi_m$ with exponent $k=2$ per bohr give $-2.879010$ at $N=10$ and $-2.879028$ at $N=30$.

With $E=-\kappa^2/2$, $x=2\kappa r$ and $u=re^{-\kappa r}F$, $hu=Eu$ becomes

$$xF_{xx}+(2-x)F_x+\Big(\frac Z\kappa-1\Big)F=0 .$$

The polynomial solutions are $L^1_{n-1}$, with $\kappa=Z/n$. Laguerre polynomials obey $xL''+(\alpha+1-x)L'+jL=0$ and are orthogonal with weight $x^\alpha e^{-x}$ and squared norm $\eta_j=(j+\alpha)!/j!$. Also $L^\alpha_j(0)=(j+\alpha)!/(j!\,\alpha!)$ and $xL_j^\alpha=-(j+1)L^\alpha_{j+1}+(2j+\alpha+1)L^\alpha_j-(j+\alpha)L^\alpha_{j-1}$.

The mean radius is $\langle r\rangle_n=3n^2/2Z$. Inside a fixed radius, as $n\to\infty$,

$$n^{3/2}u_n\to f_0=\sqrt2\,Z\sqrt r\,J_1(\sqrt{8Zr}).$$

Hence $T(R)=\sum_n\int_0^Ru_n^2\,dr$ is finite, with $T(3)=1.7465$ for $R=3$ bohr, and the $u_n$ are incomplete. What their projector $P=\sum_n|u_n\rangle\langle u_n|$ misses lies in the positive-energy eigenfunctions of $h$. For the screened orbital $\chi=2\zeta^{3/2}re^{-\zeta r}$, $\zeta=1.6875$, that missing part has mean energy $1.698$ hartree.

### How large the stall is

The rate of approach follows from $f_0$. Adding orbital $N$ adds the configurations $\Phi_{Na}$, which are eigenfunctions of $h_1+h_2$ orthogonal to the previous ground state $\Psi^{(N-1)}$, so only the repulsion couples them to it. In second order in that coupling,

$$E(N-1)-E(N)\approx\sum_a\frac{\langle\Phi_{Na}|r_>^{-1}|\Psi^{(N-1)}\rangle^2}{\langle\Phi_{Na}|H|\Phi_{Na}\rangle-E(N-1)} .$$

To leading order $\Psi^{(N-1)}$ is compact, so $u_N$ may be replaced by $N^{-3/2}f_0$ in the numerator, and the denominator tends to the finite value $-Z^2/2a^2-E$. The increment is $2g/N^3$ with a constant $g$; the small Rydberg components of $\Psi^{(N-1)}$ and the couplings among the new configurations are neglected at this order. Replacing the sum over $n>N$ by an integral from $N+\frac12$,

$$E(N)-E_b\approx\frac{g}{(N+\frac12)^2}\approx\frac{3g}{2Z\langle r\rangle_N},$$

so the gain still available is inversely proportional to the radius of the last orbital. The computed increments are $1.786\times10^{-5}$ at $N=20$ and $2.218\times10^{-6}$ at $N=40$, an effective exponent $\log_2(17.86/2.218)=3.01$. The form $E_b+g\nu^{-2}+g'\nu^{-3}$, $\nu=N+\frac12$, passed through $N=20,30,40$ gives $g=0.0705$ and $E_b=-2.84608$; the $\nu^{-3}$ term is a fitting choice and is not derived. The remainder at $N=40$ is $0.0705/40.5^2=0.000043$, and $-2.846038-0.000043=-2.84608$. The stall is $-2.84608+2.879029=0.03295$ hartree.

A lower bound ties the stall to the missing weight. Let $\Psi_0$ be the exact ground state, $\Pi=P\otimes P$ and $w=1-\|\Pi\Psi_0\|^2$. Any normalized $\Phi$ with $\Pi\Phi=\Phi$ splits as $\gamma\Psi_0+\Phi_\perp$, and $\Phi_\perp$ has energy at least $E_1$, so $\langle H\rangle\ge\gamma^2E_s+(1-\gamma^2)E_1$. Also $\gamma=\langle\Pi\Psi_0|\Phi\rangle$, so $\gamma^2\le1-w$ by the Cauchy-Schwarz inequality. Hence

$$E_b-E_s\ge(E_1-E_s)\,w .$$

Incompleteness of the $u_n$ does not prove $w>0$ for this particular state; that is established here by computation. Writing $\Psi_0=\sum C_{mm'}\varphi_m\varphi_{m'}$ from the 30-function CI and $O_{nm}=\langle u_n|\varphi_m\rangle$ for $n\le40$, the bound weight is the sum of squares of the elements of $OCO^T$. To this is added the tail with one electron in $n>40$, $2\sum_{n>40}n^{-3}\,\|zCO^T\|^2$ with $z_m=\langle f_0|\varphi_m\rangle$. The result is $w=0.01174$, and the bound is $(2.879029-2.14420)\times0.01174=0.00863$ hartree. A version free of the computed $E_1$ uses the min-max principle: since $1/r_>\ge0$, $E_1$ is at least the second singlet level of $h_1+h_2$, $-\frac12Z^2-\frac18Z^2=-2.5$, which gives $0.379029\times0.01174=0.00445$.

The stall is almost four times the first bound, and an identity shows what that implies. Let $\delta=(1-\Pi)\Psi_0$, with $\|\delta\|^2=w$. Because $(H-E_s)\Psi_0=0$, $\langle\Psi_0-\delta|H-E_s|\Psi_0-\delta\rangle=\langle\delta|H-E_s|\delta\rangle$. Using $\Pi\Psi_0=\Psi_0-\delta$ as a trial function gives $E_b-E_s\le w(\bar E_\delta-E_s)/(1-w)$, with $\bar E_\delta$ the mean energy of the missing piece. With $(E_b-E_s)/w=2.81$ hartree, $\bar E_\delta$ lies at least $0.03295\,(1-0.01174)/0.01174=2.77$ hartree above $E_s$, far more than $E_1-E_s$. As a heuristic only, one electron in $1s$ at $-2$ and one at the model value $1.70$ lie $2.58$ above $E_s$ before repulsion is added, which is the right size.

The natural orbitals locate the loss. Diagonalizing $C$ gives $\Psi_0=\sum_i\lambda_i\chi_i\chi_i$, with $\lambda_i^2=0.995610$, $0.004305$, $0.000078$ and bound weights $P_{ii}=\langle\chi_i|P|\chi_i\rangle=0.9952$, $0.7101$, $0.1898$, the latter from the same overlaps and tail. Since $1-w=\sum_{ij}\lambda_i\lambda_jP_{ij}^2$, the diagonal losses $\lambda_i^2(1-P_{ii}^2)$ are $0.0095$, $0.0021$ and $0.0001$. For $i\ne j$, $P_{ij}=-\langle\chi_i|1-P|\chi_j\rangle$, so $P_{12}^2\le(1-P_{11})(1-P_{22})$ and the leading cross term is at most $2\sqrt{0.995610\times0.004305}\times0.0048\times0.2899=0.0002$. About four fifths of $w$ belongs to the dominant orbital. In weight, the failure is first one of describing the screened orbital and only then one of radial correlation.

### Why a common exponent cures it

Fix $\kappa=k$ in the equation for $F$ and let the charge be the eigenvalue. Polynomial solutions then require the charge $nk$, and the Coulomb Sturmians $\Sigma_n=xe^{-x/2}L^1_{n-1}(x)$, $x=2kr$, obey

$$\Big(-\frac12\frac{d^2}{dr^2}+\frac{k^2}2\Big)\Sigma_n=\frac{nk}{r}\Sigma_n .$$

The functions $\varphi_m=[2k/m(m+1)]^{1/2}xe^{-x/2}L^2_{m-1}(x)$ are orthonormal, since $\eta_{m-1}=m(m+1)$ for $\alpha=2$ and $dr=dx/2k$. The first $N$ members of either set span $re^{-kr}$ times polynomials of degree below $N$, so they give the same CI energy. The recurrence gives $\langle x\rangle=2(m-1)+3$, that is $\langle r\rangle_m=(2m+1)/2k$.

Variational convergence is guaranteed by completeness in the energy inner product $(f,g)_k=\int(\frac12f'g'+\frac12k^2fg)\,dr$ on functions with $f(0)=0$. Suppose $(f,\Sigma_n)_k=0$ for all $n$. Integration by parts and the Sturmian equation give $nk\int f\Sigma_nr^{-1}dr=0$. The functions $\Sigma_n/r$ span $e^{-kr}$ times all polynomials, so $\int fr^je^{-kr}dr=0$ for all $j\ge0$. These integrals are, up to sign, the derivatives at $\sigma=k$ of the Laplace transform of $f$, which is analytic for ${\rm Re}\,\sigma>0$ and therefore vanishes identically. On the line $\sigma=k+i\tau$ it is the Fourier transform of $fe^{-kr}$, so $f=0$. The argument holds for every $k>0$.

For two electrons, the sine transform turns the one-electron energy norm into an $L^2$ norm with weight $\omega(p)=\frac12(p^2+k^2)\ge\frac12k^2$, and the two-electron energy norm into one with weight $\omega_1+\omega_2$. Products of a set complete for the weight $\omega$ are complete for the weight $\omega_1\omega_2$. Since $1/\omega_1+1/\omega_2\le4/k^2$, one has $\omega_1+\omega_2\le(4/k^2)\omega_1\omega_2$, so approximation in the product norm implies approximation in the energy norm. Functions of bounded momenta have finite product norm and are dense in the energy norm, so the products are complete there. The potentials are controlled by Hardy's inequality: expanding $\int(f'-f/2r)^2dr\ge0$ with $\int ff'r^{-1}dr=\frac12\int f^2r^{-2}dr$ gives $\|f/r\|\le2\|f'\|$, hence $|\langle f|r^{-1}|g\rangle|\le2\|f'\|\,\|g\|$, and $1/r_>\le1/r_1$ covers the repulsion. The energy is thus continuous in the energy norm, trial functions approach $\Psi_0$, and the variational principle forces $E(N)\to E_s$.

The weight inside $R$ now behaves differently. An equation $L''+\mathcal PL'+\mathcal QL=0$ becomes $Y_m''+(\mathcal Q-\frac12\mathcal P'-\frac14\mathcal P^2)Y_m=0$ for $Y_m=L\exp(\frac12\int\mathcal P)$. With $\mathcal P=3/x-1$ and $\mathcal Q=(m-1)/x$, $Y_m=x^{3/2}e^{-x/2}L^2_{m-1}$ satisfies

$$Y_m''+\Big(\frac\nu x-\frac14-\frac3{4x^2}\Big)Y_m=0,\qquad\nu=m+\tfrac12 .$$

For $\nu\gg2kR$ the term $\frac14$ is small against $\nu/x$ on $[0,R]$. It lowers the local wavenumber by about $\frac18\sqrt{x/\nu}$ and so shifts the phase by $x^{3/2}/(12\sqrt\nu)$; the pointwise form below therefore also needs $\nu\gg(2kR)^3/144$, while the weight averaged over an oscillation does not depend on the phase. Drop the term. A series $\sum b_jx^{j+3/2}$ then obeys $[(j+\frac32)(j+\frac12)-\frac34]b_j=j(j+2)b_j=-\nu b_{j-1}$, so $b_j=2b_0(-\nu)^j/[j!(j+2)!]$ with $b_0=L^2_{m-1}(0)=m(m+1)/2$. Comparison with $J_2(2\sqrt{\nu x})=\nu x\sum_j(-\nu x)^j/[j!(j+2)!]$ gives $Y_m\approx[m(m+1)/\nu]\sqrt x\,J_2$, and $\varphi_m\approx\sqrt{2k}\,J_2(2\sqrt{\nu x})$ at large $m$. The mean of $J_2^2$ over an oscillation is $1/(2\pi\sqrt{\nu x})$, so

$$\int_0^R\varphi_m^2\,dr\approx\frac1\pi\sqrt{\frac{2kR}{m}},\qquad T_N(R)=\sum_{m\le N}\int_0^R\varphi_m^2\,dr\approx\frac2\pi\sqrt{2kRN}+\text{const}.$$

Quadrature gives $T_N(3)=5.99$, $12.96$, $26.90$ for $N=10,40,160$. The differences $6.97$ and $13.94$ have the ratio $2.00$ of a $\sqrt N$ law, and the leading form gives $(2/\pi)(\sqrt{480}-\sqrt{120})=6.97$ for the first. Agreement to three figures is an accident of this example: $\nu\gg2kR=12$ does not hold at $N=10$, and the leading form does not distinguish $N$ from $N+1$, which would give $(2/\pi)(\sqrt{492}-\sqrt{132})=6.81$. What is confirmed is the $\sqrt N$ growth and its coefficient to a few percent. Physically, every bound hydrogenic orbital has local momentum below $\sqrt{2Z/r}$, while that of $\Sigma_n$ is about $\sqrt{2nk/r}$ and has no ceiling.

The same basis isolates the cause of the stall. Diagonalizing $h$ among the 30 Laguerre functions gives 6 negative and 24 positive eigenvalues. CI in the six negative-energy pseudostates gives $-2.84545$, about $0.0006$ hartree above $E_b$; the remaining $2.879028-2.84545=0.0336$ hartree enters only with the positive ones. Pseudostates near threshold are not eigenfunctions of $h$, so agreement with $E_b$ is approximate and can fall on either side: the difference is $-0.0008$ hartree for $N=25$, $k=2$ and $+0.0015$ for $N=30$, $k=4$, in each case small against the stall.

### What to do, and where the statements stop

Retuning the orbital charge helps but did not cure the stall in the range examined. For orbitals of charge $q$, $h_{nm}=-\delta_{nm}q^2/2n^2+(q-Z)\langle u_n|r^{-1}|u_m\rangle$. With $N=15$ the energies for $q=1.6,1.7,1.8,1.9,2.0$ are $-2.84162$, $-2.85560$, $-2.85956$, $-2.85565$, $-2.84578$, and they rise further to $-2.81424$ at $q=2.2$. The best scanned value lies $0.0195$ hartree above $E_s$. The incompleteness proof and the bound hold for any $q$, but $w$ and the limit were computed only for $q=2$, where the gain beyond $N=15$ is $0.0003$ hartree; that it is similarly small for other $q$ is an expectation, not a result.

A safe choice, though not the only one, is a basis that spans $re^{-kr}$ times polynomials, preferably in the orthonormal form $\varphi_m$. If hydrogenic labels are wanted, $h$ is diagonalized in that span and all pseudostates are kept. The exponent affects the size of the error at a given $N$ and not the limit; with $k=2$ the error relative to $E_s$ is about $2\times10^{-5}$ hartree at $N=10$ and $8\times10^{-7}$ at $N=30$. This decay is slow. The potential $1/r_>$ has a kink at $r_1=r_2$, so by the Schrödinger equation the Laplacian of $\Psi_0$ has one too; that this sets a power-law rate for orbital products is a conjecture here, and the $t,y$ basis, which lives on one side of the kink, is not subject to it.

Small increments are no evidence of completeness: an $N^{-3}$ series extrapolates cleanly to the wrong limit. More telling, for an orthonormal basis, are the eigenvalues of the overlap matrix inside the atom, which show how many independent shapes the basis offers there. For a nonorthogonal basis they must be taken as generalized eigenvalues relative to the full overlap matrix: ten normalized Sturmians with $k=2$, $R=3$ bohr have plain eigenvalues $1.66$, $1.07$, $0.64$, $0.37,\dots$, while the generalized ones, $1,1,1,1,1,0.84,0.15$ to two decimals, are those of the ten $\varphi_m$ with the same span. A compact trial orbital whose projection stays below one as the basis grows also reveals a gap, but a full projection proves nothing: $u_1$ is compact and lies entirely in the bound set.

The stall vanishes when the repulsion is switched off, since then $\Psi_0=u_1u_1$ and $w=0$. Along the isoelectronic series with $q=Z$, scaling $r\to r/Z$ gives $H=Z^2(h^{(0)}+Z^{-1}/r_>)$ with $h^{(0)}$ the sum of two hydrogen operators of unit charge. At large $Z$ the first-order function has amplitude $1/Z$, so $w\propto Z^{-2}$, and the second-order energy is $Z^2Z^{-2}$ times a $Z$-independent sum over states whose continuum part is lost. To leading order the stall tends to a constant in hartree and shrinks only relative to the total energy. Helium is far from that limit: the stall is $0.033$, $0.045$, $0.054$, $0.060$ and $0.064$ hartree for $Z=2,3,5,10,100$. The lower bound needs an isolated ground state, $E_1>E_s$; for excited levels it has to be recast and is not used here.
